\section*{The angle of maximum yield in the Yamamura sputtering form}

\section{The form and its range}

\textbf{Q.} I am told that an ion beam sputters best at a slant, and that two fitted constants give the angle. Before I believe any angle, what is being maximized?

\textbf{A.} The sputtering yield: the mean number of atoms removed per ion that strikes the surface. Let $q$ be the angle between the ion's direction and the inward surface normal, so that $q=0$ is normal incidence and $0\le q<90^\circ$. Let $Y_0$ be the yield at $q=0$. The Yamamura form writes the yield as $Y(q)=Y_0\,y(q)$ with
\begin{equation}
y(q)=(\sec q)^{f}\exp[-S(\sec q-1)],\qquad y(0)=1. \label{form}
\end{equation}
The numbers $f$ and $S$ have no dimension. They are constant for a given ion, target and ion energy.

\textbf{Q.} Is that derived from collision physics?

\textbf{A.} Not here. It is an empirical form, and what follows is a consequence of it. Its two factors have a reading. An ion entering at a slant has a path longer by the factor $\sec q$ within a layer of given depth, so it can leave more energy near the surface, where atoms can escape; the power $f$ represents this. Close to grazing incidence, ions are reflected before they leave much energy, and the exponential represents that loss.

\section{Where the maximum lies}

\textbf{Q.} A rising factor times a falling one need not have a maximum inside the range. Where is it, if it exists?

\textbf{A.} Use $x=\sec q$. As $q$ runs from $0$ towards $90^\circ$, $x$ increases steadily from $1$ without limit, so each $x\ge1$ belongs to one angle. A maximum in $x$ is therefore a maximum in $q$. The logarithm is increasing too, so we may maximize
\begin{equation}
\ln y=f\ln x-S(x-1). \label{log}
\end{equation}
Its derivative is
\begin{equation}
\frac{d\ln y}{dx}=\frac{f}{x}-S=\frac{f-Sx}{x}. \label{slope}
\end{equation}
Take $S>0$ and $f>S$. The denominator is positive. The numerator starts at $f-S>0$ for $x=1$, falls linearly, and changes sign once, at $x=f/S>1$. The yield rises up to that point and falls beyond it. Hence
\begin{equation}
\cos q_p=\frac{S}{f}. \label{peak}
\end{equation}
Put in terms of small changes, a relative increase $dx/x$ adds $f\,dx/x$ to $\ln y$ through the first factor and removes $Sx\,dx/x$ through the second. The gain per relative step is constant while the loss grows with $x$; they balance at $Sx=f$.

\textbf{Q.} You slipped in $S>0$. Is $f>S$ not enough?

\textbf{A.} It is not. If $S=0$ and $f>0$, then $y=(\sec q)^f$ grows without limit towards grazing incidence. If $S<0$, the exponential grows faster than any power of $x$, and again there is no greatest value. A positive $S$ is what brings the yield back to zero at grazing incidence.

If $S>0$ but $f\le S$, then for every $x>1$ we have $f-Sx<f-S\le0$. The yield falls from the start and its maximum is at normal incidence. For $f<S$ the ratio $S/f$ gives no angle of maximum yield; at $f=S$ it equals one and gives $q=0$.

\textbf{Q.} How high is the peak, and can you show that nothing exceeds it without following signs of a derivative?

\textbf{A.} Put $x=f/S$ into \eqref{form}. The exponent becomes $-S(f/S-1)=S-f$, so
\begin{equation}
y_p=\left(\frac fS\right)^{f}e^{S-f}. \label{height}
\end{equation}
Now measure $x$ in units of its peak value, $u=Sx/f$, so that $x=fu/S$. Then
\begin{align}
\frac{y}{y_p}
&=\frac{(f/S)^f u^f\,e^{-fu+S}}{(f/S)^f e^{S-f}}
=u^f e^{f-fu}=\left(u\,e^{1-u}\right)^f. \label{scaled}
\end{align}
The function $g(u)=u-1-\ln u$ has $g'(u)=1-1/u$, negative for $u<1$ and positive for $u>1$, so its least value is $g(1)=0$. Thus $\ln u+1-u\le0$, which says $u e^{1-u}\le1$, with equality at $u=1$ alone. Since $f>0$, $y\le y_p$ at every angle.

\section{Normal incidence and the two limits}

\textbf{Q.} By symmetry the yield must also be stationary at $q=0$. Your derivative \eqref{slope} is $f-S$ there, not zero. Which is right?

\textbf{A.} Both, because they are derivatives in different variables. Since
\begin{equation}
\frac{dx}{dq}=\sec q\tan q=x\tan q, \label{dx}
\end{equation}
the slope in angle is $d\ln y/dq=(f-Sx)\tan q$, which vanishes at $q=0$ as well as at $q_p$. To see what kind of point $q=0$ is, write $\cos q=1-e$ with $e=q^2/2-q^4/24+\dots$, $q$ in radians. To fourth order $e^2=q^4/4$, so
\begin{align}
-\ln\cos q&=e+\tfrac12e^2+\dots=\tfrac12q^2+\tfrac1{12}q^4+\dots,\\
\sec q-1&=e+e^2+\dots=\tfrac12q^2+\tfrac5{24}q^4+\dots
\end{align}
Multiply the first by $f$, the second by $S$, and subtract:
\begin{equation}
\ln y=\frac{f-S}{2}q^2+\left(\frac f{12}-\frac{5S}{24}\right)q^4+\dots \label{small}
\end{equation}
For $f>S$ normal incidence is a local minimum; for $f<S$ it is the maximum. At $f=S$ the quadratic term vanishes and the next is $(2f-5f)q^4/24=-fq^4/8$, a maximum with an unusually flat top.

\textbf{Q.} Then does the peak appear suddenly at some finite angle as $f$ passes $S$?

\textbf{A.} No, it moves out of $q=0$ continuously. Let $f=S(1+\epsilon)$ with small $\epsilon>0$. Then $\cos q_p=1/(1+\epsilon)\approx1-\epsilon$, and $\cos q_p\approx1-q_p^2/2$, so
\begin{equation}
q_p\approx\sqrt{2\epsilon}.
\end{equation}
For the height, \eqref{height} gives
\begin{align}
\ln y_p&=S(1+\epsilon)\ln(1+\epsilon)-S\epsilon\nonumber\\
&\approx S(1+\epsilon)(\epsilon-\tfrac12\epsilon^2)-S\epsilon
\approx\tfrac12S\epsilon^2.
\end{align}
The angle opens quickly, as a square root, while the gain in yield is of second order. Near this threshold a sizeable peak angle goes with hardly any peak.

In the other limit, $S\to0$ at fixed $f>0$, the peak moves to grazing incidence. With $\delta=90^\circ-q_p$ in radians, $\cos q_p=\sin\delta\approx\delta$, so $\delta\approx S/f$, and the height grows as $(f/S)^fe^{-f}$. A fit that lands there rests on the angles where reflection, roughness and beam spread matter most.

\section{A case with numbers}

\textbf{Q.} Give me a case in which I could catch a mistake.

\textbf{A.} Take argon ion milling of an aluminium film at $500$ eV, with round model values $f=2.2$, $S=0.8$ and $Y_0=1.0$ atom per ion. They are not fitted to data. Then
\begin{align}
\cos q_p&=0.8/2.2=0.3636, & q_p&=68.68^\circ,\\
y_p&=(2.750)^{2.2}e^{-1.4}=2.283.
\end{align}
A numerical search on \eqref{form} itself also finds $68.68^\circ$. The relative yield is $1.213$ at $30^\circ$, $1.539$ at $45^\circ$ and $2.065$ at $60^\circ$; beyond the peak it drops to $1.046$ at $80^\circ$ and $0.049$ at $85^\circ$.

\textbf{Q.} That is a lopsided curve. How sharply must I set the tilt?

\textbf{A.} Close to the top, the curvature decides. Differentiating twice in $q$,
\begin{equation}
\frac{d^2\ln y}{dq^2}=\frac{d^2\ln y}{dx^2}\left(\frac{dx}{dq}\right)^2+\frac{d\ln y}{dx}\frac{d^2x}{dq^2}.
\end{equation}
The last term vanishes at the peak. From \eqref{slope}, $d^2\ln y/dx^2=-f/x^2$, and \eqref{dx} gives $(dx/dq)^2=x^2\tan^2q$. The factors $x^2$ cancel:
\begin{equation}
\left.\frac{d^2\ln y}{dq^2}\right|_{q_p}=-f\tan^2q_p. \label{curv}
\end{equation}
Here it is $-14.437$ per square radian; a finite difference of $\ln y$ with a step of $0.001$ rad gives $-14.438$.

For the full width, set \eqref{scaled} equal to one half and take the $f$th root:
\begin{equation}
u e^{1-u}=2^{-1/f}
\quad\Rightarrow\quad
(-u)e^{-u}=-\frac{2^{-1/f}}{e}.
\end{equation}
The Lambert function $W(z)$ is defined by $We^W=z$, so $u=-W(-2^{-1/f}/e)$. Its two real branches give one root $u<1$, on the side of normal incidence, and one root $u>1$, on the grazing side. The angle follows from $\cos q=1/x=S/(fu)$. The first root is a real angle if $y(0)=1$ does not exceed half the peak, that is, if $y_p\ge2$.

In the example $y_p=2.283$, and the half-height angles are $24.87^\circ$ and $79.61^\circ$. They lie about $44^\circ$ below the peak and $11^\circ$ above it. When the tilt is uncertain by many degrees, it is safer to err towards normal incidence.

\textbf{Q.} Suppose I have measured a peak. Can I get $f$ and $S$ back?

\textbf{A.} Yes, if the data follow the form and the peak is inside the range. Let $c=\cos q_p$ and let $R>1$ be the peak yield divided by the yield at normal incidence. Equation \eqref{peak} gives $S=fc$. Put this into the logarithm of \eqref{height}:
\begin{equation}
\ln R=f\ln\frac1c+fc-f=f(c-1-\ln c),
\end{equation}
so that
\begin{equation}
f=\frac{\ln R}{c-1-\ln c},\qquad S=fc.
\end{equation}
The denominator is $g(c)$ from above, positive for $c<1$. Starting from the numerically found peak of the example, these formulas return $f=2.2000$ and $S=0.8000$. Since two numbers fix two constants, a peak alone cannot tell you whether the form is right. That takes yields at further angles.

\section{Yield is not etch rate}

\textbf{Q.} So I tilt my film to $68.7^\circ$ and it thins fastest.

\textbf{A.} It does not. The yield counts atoms per arriving ion, and a tilted film catches fewer ions on each unit of its area. Let $J$ be the ion flux through a plane perpendicular to the beam and $n$ the number of target atoms per volume. A surface of area $A$ presents the area $A\cos q$ to the beam, so it receives $JA\cos q$ ions per second and loses $JA\cos q\,Y_0y$ atoms. Division by $nA$ gives the speed along the normal,
\begin{equation}
v(q)=\frac{JY_0}{n}\cos q\,y(q)
=\frac{JY_0}{n}(\sec q)^{f-1}e^{-S(\sec q-1)}. \label{rate}
\end{equation}
This is the old form with $f$ replaced by $f-1$. The earlier argument applies unchanged: for $S>0$ and $f-1>S$,
\begin{equation}
\cos q_v=\frac{S}{f-1},
\end{equation}
and for $f-1\le S$ the film thins fastest at normal incidence. If $S<f\le S+1$, the yield per ion peaks at a slant and the thinning rate does not.

In the example $\cos q_v=0.8/1.2=0.6667$ and $q_v=48.19^\circ$, about $20^\circ$ less than the yield peak. The gain over normal incidence is small: $(1.5)^{1.2}e^{-0.4}=1.0904$, or $9\%$.

\textbf{Q.} The cosine could be a bookkeeping error. Can geometry settle it?

\textbf{A.} Take a tilted plane under a vertical beam of uniform flux. Equal horizontal widths receive equal numbers of ions, so each vertical column sinks by an amount proportional to $y(q)$. The thickness removed is the shortest distance from the old surface to the new one. Measuring that distance numerically for tilts in steps of $0.02^\circ$ gives a maximum at $48.18^\circ$, which agrees with $48.19^\circ$ within the step.

The same picture shows what the yield peak does govern. The drop along the beam is the normal distance divided by $\cos q$, so its speed is $JY_0y(q)/n$, and this peaks at $q_p$. For a sloping facet on a wafer that faces the beam, $q_p$ is the slope whose surface sinks fastest as seen from above.

\textbf{Q.} What are these speeds in nanometres per minute?

\textbf{A.} Let the current density be $0.5$ mA/cm$^2$, with singly charged ions. Dividing by the elementary charge gives $J=3.121\times10^{15}$ ions/(cm$^2$\,s). Aluminium of density $2.70$ g/cm$^3$ and molar mass $26.98$ g/mol has $n=6.027\times10^{22}$ atoms/cm$^3$. Therefore
\begin{equation}
\frac{JY_0}{n}=5.18\times10^{-8}\ \mathrm{cm/s}=31.1\ \mathrm{nm/min}
\end{equation}
at normal incidence. At $48.19^\circ$ the film recedes along its normal at $33.9$ nm/min. At the yield peak it recedes along its normal at $25.8$ nm/min, slower than with no tilt, while the drop along the beam is $70.9$ nm/min. The beam is the same in all these cases.

\section{What a real beam and film do to the angle}

\textbf{Q.} You quote $68.68^\circ$. I doubt the second decimal, and probably the first digit before it.

\textbf{A.} The decimals serve to compare calculations. For a process they mean little. If $f$ and $S$ may each be wrong by up to $10\%$, the peak lies anywhere from $63.6^\circ$ to $72.7^\circ$. If both are wrong by the same factor, $S/f$ and the angle do not change, though the height does.

\textbf{Q.} And a beam is not a set of parallel lines, nor a film a plane.

\textbf{A.} Both spread the local angle of incidence. Let $\mu$ be the cosine of the local angle and let angle brackets denote the mean over a Gaussian distribution of tilts. A surface element receives ions in proportion to $\mu$, so the mean yield per striking ion is
\begin{equation}
\bar y=\frac{\langle\mu\,y\rangle}{\langle\mu\rangle},
\end{equation}
where orientations with $\mu<0$ receive nothing. With a beam spread of $5^\circ$ on each axis the peak moves to $67.6^\circ$, and its height relative to normal incidence under the same spread falls from $2.28$ to $2.15$. Roughness with local tilts of $10^\circ$ on each axis, treated by the same average and without shadowing of one slope by another, gives $67.4^\circ$ and $1.91$.

\textbf{Q.} Twice the spread, and the angle hardly moves further?

\textbf{A.} That is what the numbers show. For a small symmetric spread the leading shift goes as the square of the width, here about $0.058^\circ$ times the square of the width in degrees. That law would give $1.5^\circ$ at a width of $5^\circ$ and $5.8^\circ$ at $10^\circ$; the calculated shifts are $1.1^\circ$ and $1.2^\circ$, so it fails at the larger width. What holds the angle back is the weight $\mu$: orientations that face the beam catch more of the ions, and near grazing incidence this pulls the angles actually struck below the set tilt. Without that weight the shift at $10^\circ$ would be about $7^\circ$. With it, the shift is not monotonic: the peak lies about $1.6^\circ$ lower near a width of $8^\circ$, only $0.3^\circ$ lower at $12^\circ$, and about $2^\circ$ higher at $15^\circ$. The near agreement of the two shifts above is a coincidence. The height is clearly lower at the larger width. Shadowing could alter both numbers for the rough film.

\textbf{Q.} Does the surface not pull the ion in and bend its path?

\textbf{A.} Suppose an ion of energy $E$ gains a rough $U=2$ eV along the normal before impact. Its motion parallel to the surface is unchanged. For it to strike at $q_p$, its angle $q_\infty$ far away must satisfy
\begin{equation}
E\cos^2q_\infty+U=(E+U)\cos^2q_p.
\end{equation}
For $E=500$ eV this puts the peak $0.30^\circ$ higher in the angle set on the machine. If $f$ and $S$ were fitted to that outer angle, the shift is already in them and must not be added again.

\textbf{Q.} Aluminium oxidizes. Are you milling aluminium at all?

\textbf{A.} Not at first. Take a native oxide of $3$ nm that mills at $0.2$ of the metal's rate, both rough values. At normal incidence it lasts $29$ s, in which time the bare metal would have lost $15$ nm. For a film a few tens of nanometres thick, that is a large part of the depth.

Fresh oxide can also form from residual gas. At $10^{-7}$ Torr of oxygen and $300$ K, $3.59\times10^{13}$ molecules arrive per cm$^2$ and second. At the yield peak the beam removes $J\cos q_p\,Y_0y_p=2.59\times10^{15}$ atoms/(cm$^2$\,s). With two atoms per molecule, the ratio is
\begin{equation}
\frac{2\times3.59\times10^{13}}{2.59\times10^{15}}=0.028
\end{equation}
oxygen atoms arriving per aluminium atom removed. This is a small supply, but it is not the oxidized fraction of the surface. If the oxide mills at $0.2$ of the metal's rate, oxygen that sticks leaves slowly, and that fraction can be several times the ratio when nearly every arriving molecule sticks. With a sticking probability of a few per cent it lies well below the ratio. I have not sized the sticking probability on the bombarded surface. The ratio is proportional to pressure, so at $10^{-6}$ Torr it would be $0.28$, and constants for clean aluminium would be in doubt.

\textbf{Q.} Does the film stay near room temperature?

\textbf{A.} The beam brings $500\ \mathrm{V}\times0.5\ \mathrm{mA/cm^2}=0.25$ W/cm$^2$ at normal incidence. Through a cooled contact of assumed conductance $0.02$ W/(cm$^2$\,K) this needs a temperature difference of $12.5$ K. With poor contact the rise is larger in inverse proportion, as long as the contact carries all the heat.

\textbf{Q.} How near is all this to an actual milling tool?

\textbf{A.} A yield near one is roughly right for aluminium at $500$ eV, but $f$ and $S$ are not fitted to data. A real process also breaks the assumptions of a clean surface and a single angle of incidence: the oxide costs about half a minute, and the spreads considered move the yield peak by little more than $1^\circ$, against $4^\circ$ to $5^\circ$ for the assumed errors in $f$ and $S$. I have not sized the effects of grain orientation, of removed atoms landing again on the film, or of the change of $f$ and $S$ with ion energy. For this film I would quote a yield peak near $69^\circ$, uncertain by about $5^\circ$ if the constants are good to $10\%$, and I would choose a tilt near $48^\circ$ if the aim were the fastest thinning, knowing that the model promises a gain of only $9\%$, and that the same errors of up to $10\%$ in $f$ and $S$ would put this tilt anywhere from about $26^\circ$ to $60^\circ$ and the best gain anywhere from under $1\%$ to about $30\%$. The $10\%$ is an assumed figure, not an estimate of how far these round constants lie from those of real aluminium, which may be further. Both the tilt and the gain are for a parallel beam and a flat film; a beam spread of $5^\circ$ on each axis lowers them to about $46^\circ$ and $8\%$. The gain is not assured either: if the true $f$ were $10\%$ lower and the true $S$ $10\%$ higher, a tilt of $48^\circ$ would thin the film about $4\%$ more slowly than no tilt. A trial on the actual film should decide. The numerical output lists the values used.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (round model values)
f = 2.2, S = 0.8, normal yield Y0 = 1.0 atoms/ion
ion energy = 500 eV
current density = 0.5 mA/cm2
Al density = 2.70 g/cm3
Al molar mass = 26.98 g/mol
YIELD PER ION
cosine at peak S/f = 0.3636
secant at peak f/S = 2.750
peak angle, formula = 68.68 deg
peak angle, numerical search = 68.68 deg
peak height relative to normal = 2.283
curvature of ln y, formula = -14.437 per rad2
curvature, finite difference = -14.438 per rad2
half-height angles = 24.87, 79.61 deg
f, S recovered from peak = 2.2000, 0.8000
relative yield at 30 deg = 1.213
relative yield at 45 deg = 1.539
relative yield at 60 deg = 2.065
relative yield at 80 deg = 1.046
relative yield at 85 deg = 0.049
RECESSION RATE
cosine at rate peak S/(f-1) = 0.6667
rate peak angle, formula = 48.19 deg
rate peak angle, measured = 48.18 deg
rate peak height relative to normal = 1.0904
ion flux = 3.121e+15 ions/(cm2 s)
Al atom density = 6.027e+22 atoms/cm3
rate at normal incidence = 31.1 nm/min
highest rate along normal = 33.9 nm/min
at yield peak, along normal = 25.8 nm/min
at yield peak, along beam = 70.9 nm/min
NEGLECTED EFFECTS (rough inputs)
peak range, f and S off by 10% = 63.6 to 72.7 deg
beam spread 5 deg per axis: peak at 67.6 deg, height 2.15
roughness 10 deg per axis: peak at 67.4 deg, height 1.91
surface attraction 2 eV: peak shift = +0.30 deg
O2 pressure = 1e-07 Torr at 300 K
O2 arrival = 3.59e+13 molecules/(cm2 s)
Al removal at yield peak = 2.59e+15 atoms/(cm2 s)
O atoms arriving per Al removed = 0.028
native oxide 3 nm at 0.2 of Al rate: 29 s
heat load at normal incidence = 0.25 W/cm2
temperature rise at 0.02 W/(cm2 K) = 12.5 K
\end{verbatim}
